# Reading the SCF residual: density error, stiff modes and soft modes: verification in Python

```python
"""
Result under test: for an SCF map F with residual R(n) = F(n) - n and fixed
point n_star, the missing correction is, to first order,
    n_star - n = eps^-1 R(n),   eps = 1 - chi0 K = 1 + X K,   X = -chi0.
A mode of eps with eigenvalue lam has |R| = |lam| |error|: the residual
overestimates stiff errors (lam > 1) and underestimates soft ones (|lam| < 1).
Model: periodic stack of charged layers, one orbital per cell area and layer,
hopping t, sheet electrostatics W, on-site repulsion U between opposite spins.
Densities: electrons per cell, ordered (all up layers, all down layers).
Energies in eV. Norms are Euclidean unless called natural (metric X^-1).
"""
import numpy as np
from scipy.constants import e as q_e, epsilon_0
from scipy.optimize import brentq
from scipy.special import expit

M = 18
hop, kT, U0 = 1.0, 0.1, 1.5
spacing, area = 0.3e-9, 1.0e-18
v_amp, v_strong, alpha = 1.0, 6.0, 0.08
g = q_e * spacing / (epsilon_0 * area)      # e^2 d/(eps0 A), in eV
site = np.arange(M)
shape = np.cos(2 * np.pi * 3 * site / M)
v_ext = v_amp * shape
shift = np.roll(np.eye(M), 1, axis=0)
T = -hop * (shift + shift.T)
W = g * np.linalg.pinv(2 * np.eye(M) - shift - shift.T, rcond=1e-10)
norm = np.linalg.norm
rng = np.random.default_rng(4)


def states(n, U, vx):
    up, dn = n[:M], n[M:]
    common = vx + W @ (up + dn - 1)
    h = np.array([T + np.diag(common + U * dn), T + np.diag(common + U * up)])
    lev, orb = np.linalg.eigh(h)
    mu = brentq(lambda m: expit((m - lev) / kT).sum() - M,
                lev.min() - 5, lev.max() + 5, xtol=1e-15, rtol=1e-15)
    return lev, orb, expit((mu - lev) / kT)


def residual(n, U=U0, vx=v_ext):
    lev, orb, f = states(n, U, vx)
    return np.einsum('sia,sa->si', orb**2, f).ravel() - n


def kernel(U):
    return np.block([[W, W + U * np.eye(M)], [W + U * np.eye(M), W]])


def response(n, U=U0, vx=v_ext):
    """X = -chi0 at fixed total electron number."""
    lev, orb, f = states(n, U, vx)
    X = np.zeros((2 * M, 2 * M))
    for s in range(2):
        de = lev[s][:, None] - lev[s][None, :]
        df = f[s][:, None] - f[s][None, :]
        slope = -f[s] * (1 - f[s]) / kT
        close = np.abs(de) < 1e-6
        ratio = np.where(close, (slope[:, None] + slope[None, :]) / 2,
                         df / np.where(close, 1.0, de))
        pairs = (orb[s][:, :, None] * orb[s][:, None, :]).reshape(M, M * M)
        X[s*M:(s+1)*M, s*M:(s+1)*M] = -(pairs * ratio.ravel()) @ pairs.T
    c = X.sum(axis=1)
    return X - np.outer(c, c) / c.sum()


def dielectric(n, U=U0, vx=v_ext):
    return np.eye(2 * M) + response(n, U, vx) @ kernel(U)


def modes(n, U=U0, vx=v_ext):
    """Eigenvalues of eps and unit density modes from the symmetric form."""
    x, Q = np.linalg.eigh(response(n, U, vx))
    root = (Q * np.sqrt(np.clip(x, 0, None))) @ Q.T
    lam, vec = np.linalg.eigh(np.eye(2 * M) + root @ kernel(U) @ root)
    P = root @ vec
    size = norm(P, axis=0)
    keep = size > 1e-6
    return lam[keep], P[:, keep] / size[keep]


def damped(n, defect=0.0):
    for count in range(20000):
        r = residual(n) + defect
        if norm(r) < 3e-13:
            return n, count
        n = n + alpha * r
    raise RuntimeError("damped mixing did not converge")


def worst_direction(n, vx):
    """Top singular direction: actual residual/error in both norms."""
    proj = np.eye(2 * M) - 1 / (2 * M)
    _, sing, Vt = np.linalg.svd(dielectric(n, U0, vx) @ proj)
    metric = np.linalg.pinv(response(n, U0, vx), rcond=1e-8, hermitian=True)
    d = 1e-5 * Vt[0]
    r = residual(n + d, U0, vx)
    euclid = norm(r) / norm(d)
    natural = np.sqrt((r @ metric @ r) / (d @ metric @ d))
    top = modes(n, U0, vx)[0][-1]
    assert abs(euclid / sing[0] - 1) < 0.01
    assert natural < top * (1 + 1e-3)
    return top, sing[0], euclid, natural


# Sheet electrostatics against a direct sum of -|z| e^2/(2 eps0 A)
charge = np.zeros(M)
charge[[3, 5, 9, 11]] = [1.0, -1.0, -1.0, 1.0]     # no net charge, no dipole
direct = -g / 2 * np.abs(site[:, None] - site[None, :]) @ charge
assert np.allclose(W @ charge, direct - direct.mean(), atol=1e-10)

# Uniform stack: plane-wave formulas against the response matrix
uniform = np.full(2 * M, 0.5)
eps_uni = dielectric(uniform, U0, np.zeros(M))
k = 2 * np.pi * site / M
band = lambda p: -2 * hop * np.cos(p)
uni = {}
for m in (1, M // 2):
    q = 2 * np.pi * m / M
    Xq = np.mean((expit(-band(k) / kT) - expit(-band(k + q) / kT))
                 / (band(k + q) - band(k)))
    Wq = g / (4 * np.sin(q / 2)**2)
    lc, ls = 1 + Xq * (2 * Wq + U0), 1 - U0 * Xq
    wave = np.cos(q * site)
    cw, sw = np.r_[wave, wave], np.r_[wave, -wave]
    assert np.allclose(eps_uni @ cw, lc * cw, atol=1e-8)
    assert np.allclose(eps_uni @ sw, ls * sw, atol=1e-8)
    uni[m] = (Xq, Wq, lc, ls)

# Particle-hole symmetry at half filling: the response is even in the potential
v_any = rng.normal(size=M)
X_plus, X_minus = response(uniform, U0, v_any), response(uniform, U0, -v_any)
assert np.allclose(X_plus, X_minus, atol=1e-8)
assert not np.allclose(X_plus, response(uniform, U0, np.zeros(M)), atol=1e-3)

# Fixed point by plain damping, from a spin-polarized start, without eps
stagger = 0.01 * (-1.0)**site
n_star, n_iter = damped(uniform + np.r_[stagger, -stagger])
assert norm(n_star[:M] - n_star[M:]) < 1e-10

# Analytic eps against finite differences of the actual SCF map
eps = dielectric(n_star)
h = 1e-5
fd = np.array([-(residual(n_star + h * u) - residual(n_star - h * u)) / (2 * h)
               for u in np.eye(2 * M)]).T
fd_dev = np.abs(fd - eps).max()
assert fd_dev < 1e-4

# Real spectrum; every charge mode above 1, every spin mode below 1
lam, P = modes(n_star)
raw = np.linalg.eigvals(fd)
assert np.abs(raw.imag).max() < 1e-3
assert abs(raw.real.min() - lam[0]) < 1e-3
assert abs(raw.real.max() - lam[-1]) < 1e-3
parity = np.sum(P[:M] * P[M:], axis=0)
assert np.all((lam - 1) * parity > 0) and lam[0] > 0
soft, stiff = P[:, 0], P[:, -1]
lam_soft, lam_stiff = lam[0], lam[-1]
charge_min, spin_max = lam[parity > 0].min(), lam[parity < 0].max()

# Two densities with the same residual size but different errors
same = {}
for name, p, l in (("stiff", stiff, lam_stiff), ("soft", soft, lam_soft)):
    n = n_star + 1e-3 / l * p
    r = residual(n)
    err = n_star - n
    est = np.linalg.solve(dielectric(n), r)
    out = err - r                                  # n_star - F(n)
    assert abs(norm(r) / norm(err) / l - 1) < 0.02
    assert norm(est - err) < 0.02 * norm(err)
    assert norm(est - r - out) < 0.02 * norm(out)
    same[name] = (norm(r), norm(err), norm(est), norm(out))

# Remainder is second order, with eps taken at n or at n_star
direction = rng.normal(size=2 * M)
direction -= direction.mean()
direction /= norm(direction)
rem = []
for s in (2e-4, 1e-4):
    n = n_star + s * direction
    r = residual(n)
    rem.append([norm(np.linalg.solve(A, r) + s * direction)
                for A in (dielectric(n), eps)])
order = np.array(rem[0]) / np.array(rem[1])
assert np.all(np.abs(order - 4) < 0.3)

# Natural metric obeys the eigenvalue bounds
metric = np.linalg.pinv(response(n_star), rcond=1e-8, hermitian=True)
natural = lambda d: np.sqrt(d @ metric @ d)
for _ in range(100):
    d = rng.normal(size=2 * M)
    d = 1e-5 * (d - d.mean()) / norm(d)
    ratio = natural(residual(n_star + d)) / natural(d)
    assert lam_soft * 0.999 < ratio < lam_stiff * 1.001

# Euclidean norm: a strongly modulated stack breaks the eigenvalue bound
weak_case = worst_direction(n_star, v_ext)
mean = (n_star[:M] + n_star[M:]) / 2
n_strong = np.r_[mean, mean]
for amp in np.linspace(v_amp, v_strong, 21):
    for _ in range(6):
        n_strong = n_strong + np.linalg.solve(
            dielectric(n_strong, U0, amp * shape),
            residual(n_strong, U0, amp * shape))
assert norm(residual(n_strong, U0, v_strong * shape)) < 1e-11
strong_case = worst_direction(n_strong, v_strong * shape)
assert strong_case[2] > 1.01 * strong_case[0]

# Damped run: stiff error disappears, residual then understates the error
run = []
n = n_star + 1e-4 * (soft + stiff)
for it in range(301):
    r = residual(n)
    if it in (0, 2, 10, 300):
        est = np.linalg.solve(dielectric(n), r)
        err = n_star - n
        assert norm(est - err) < 0.03 * norm(err)
        run.append((it, norm(err), norm(r), norm(est)))
    n = n + alpha * r
assert run[0][2] > run[0][1]
assert abs(run[-1][2] / run[-1][1] / lam_soft - 1) < 0.02

# Inexact map F + defect: shift of the fixed point
size = 1e-5
moved, _ = damped(n_star.copy(), size * (soft + stiff))
part = lambda p: p @ metric @ (moved - n_star) / (p @ metric @ p)
shift_soft, shift_stiff = part(soft), part(stiff)
assert abs(shift_soft * lam_soft / size - 1) < 0.02
assert abs(shift_stiff * lam_stiff / size - 1) < 0.02

# Through the magnetic instability, always at the unpolarized fixed point
scan = []
for U in (0.5, 1.0, 1.5, 1.65, 2.0):
    n = np.r_[mean, mean]
    for _ in range(12):
        n = n + np.linalg.solve(dielectric(n, U), residual(n, U))
    assert norm(residual(n, U)) < 1e-11
    l, p = modes(n, U)
    d = 1e-4 * p[:, 0]
    r = residual(n + d, U)
    assert abs(-(d @ r) / (d @ d) - l[0]) < 1e-3
    grows = norm(d + alpha * r) > norm(d)
    assert grows == (l[0] < 0)
    scan.append((U, l[0], norm(d) / norm(r)))
assert all(a[1] > b[1] for a, b in zip(scan, scan[1:]))
assert scan[-2][1] > 0 > scan[-1][1]

print(f"layers = {M}, electrons per cell column = {M}")
print(f"hopping t = {hop:.2f} eV, kT = {kT:.2f} eV, U = {U0:.2f} eV")
print(f"layer spacing = {spacing*1e9:.2f} nm, cell area = {area*1e18:.2f} nm^2")
print(f"external potential: {v_amp:.2f} eV amplitude, 3 periods in the stack")
print(f"sheet energy e^2 d/(eps0 A) = {g:.4f} eV")
for m, (Xq, Wq, lc, ls) in uni.items():
    print(f"uniform stack, q = {360*m/M:.0f} deg: X_q = {Xq:.4f} 1/eV, "
          f"W_q = {Wq:.3f} eV")
    print(f"  charge eigenvalue = {lc:.4f}, spin eigenvalue = {ls:.4f}")
print(f"damping alpha = {alpha:.2f}, iterations to fixed point = {n_iter}")
print(f"layer occupation per spin: min {n_star.min():.4f}, "
      f"max {n_star.max():.4f}")
print(f"largest deviation, eps formula - finite difference = {fd_dev:.1e}")
print(f"modulated stack: softest eigenvalue = {lam_soft:.4f} (spin)")
print(f"modulated stack: stiffest eigenvalue = {lam_stiff:.4f} (charge)")
print(f"lowest charge eigenvalue = {charge_min:.4f}, "
      f"highest spin eigenvalue = {spin_max:.4f}")
print("equal residuals, norms in electrons per cell:")
for name, (a, b, c, d) in same.items():
    print(f"  {name}: residual {a:.3e}, input error {b:.3e}")
    print(f"    estimate eps^-1 R {c:.3e}, output error {d:.3e}")
print(f"ratio of the two input errors = {same['soft'][1]/same['stiff'][1]:.1f}")
print(f"remainder ratio on halving error: eps(n) {order[0]:.3f}, "
      f"eps(n_star) {order[1]:.3f}")
print(f"remainder at error 1e-4: eps(n) {rem[1][0]:.2e}, "
      f"eps(n_star) {rem[1][1]:.2e}")
print("worst Euclidean direction, residual/error:")
for amp, (top, sv, eu, na) in ((v_amp, weak_case), (v_strong, strong_case)):
    print(f"  modulation {amp:.2f} eV: largest eigenvalue {top:.5f}, "
          f"singular value {sv:.5f}")
    print(f"    measured: Euclidean {eu:.5f}, natural {na:.5f}")
print("damped run, norms in electrons per cell:")
for it, a, b, c in run:
    print(f"  step {it}: error {a:.3e}, residual {b:.3e}, "
          f"estimate {c:.3e}, residual/error {b/a:.4f}")
print(f"map defect in each mode = {size:.1e} electrons per cell")
print(f"  fixed-point shift: soft {shift_soft:.3e}, stiff {shift_stiff:.3e}")
print("scan of U at the unpolarized fixed point:")
for U, l, ratio in scan:
    print(f"  U = {U:.2f} eV: softest eigenvalue {l:.4f}, "
          f"error/residual {ratio:.3f}")
print(f"residual limit for natural-norm error 1e-4: {lam_soft*1e-4:.3e}")
print("all good")
```

Output:

```
layers = 18, electrons per cell column = 18
hopping t = 1.00 eV, kT = 0.10 eV, U = 1.50 eV
layer spacing = 0.30 nm, cell area = 1.00 nm^2
external potential: 1.00 eV amplitude, 3 periods in the stack
sheet energy e^2 d/(eps0 A) = 5.4285 eV
uniform stack, q = 20 deg: X_q = 0.1606 1/eV, W_q = 45.007 eV
  charge eigenvalue = 15.6961, spin eigenvalue = 0.7591
uniform stack, q = 180 deg: X_q = 0.5712 1/eV, W_q = 1.357 eV
  charge eigenvalue = 3.4072, spin eigenvalue = 0.1432
damping alpha = 0.08, iterations to fixed point = 1737
layer occupation per spin: min 0.4445, max 0.5555
largest deviation, eps formula - finite difference = 9.6e-10
modulated stack: softest eigenvalue = 0.1730 (spin)
modulated stack: stiffest eigenvalue = 15.8274 (charge)
lowest charge eigenvalue = 2.2119, highest spin eigenvalue = 0.8997
equal residuals, norms in electrons per cell:
  stiff: residual 1.000e-03, input error 6.318e-05
    estimate eps^-1 R 6.318e-05, output error 9.368e-04
  soft: residual 1.000e-03, input error 5.780e-03
    estimate eps^-1 R 5.780e-03, output error 4.780e-03
ratio of the two input errors = 91.5
remainder ratio on halving error: eps(n) 4.005, eps(n_star) 4.002
remainder at error 1e-4: eps(n) 6.11e-09, eps(n_star) 6.11e-09
worst Euclidean direction, residual/error:
  modulation 1.00 eV: largest eigenvalue 15.82739, singular value 15.82848
    measured: Euclidean 15.82844, natural 15.82665
  modulation 6.00 eV: largest eigenvalue 11.54922, singular value 13.52231
    measured: Euclidean 13.52213, natural 10.56742
damped run, norms in electrons per cell:
  step 0: error 1.414e-04, residual 1.583e-03, estimate 1.414e-04, residual/error 11.1926
  step 2: error 9.751e-05, residual 1.134e-04, estimate 9.751e-05, residual/error 1.1631
  step 10: error 8.699e-05, residual 1.505e-05, estimate 8.699e-05, residual/error 0.1730
  step 300: error 1.528e-06, residual 2.644e-07, estimate 1.528e-06, residual/error 0.1730
map defect in each mode = 1.0e-05 electrons per cell
  fixed-point shift: soft 5.780e-05, stiff 6.318e-07
scan of U at the unpolarized fixed point:
  U = 0.50 eV: softest eigenvalue 0.7255, error/residual 1.378
  U = 1.00 eV: softest eigenvalue 0.4498, error/residual 2.223
  U = 1.50 eV: softest eigenvalue 0.1730, error/residual 5.780
  U = 1.65 eV: softest eigenvalue 0.0898, error/residual 11.138
  U = 2.00 eV: softest eigenvalue -0.1047, error/residual 9.549
residual limit for natural-norm error 1e-4: 1.730e-05
all good
```
